# Second size moment for Smoluchowski merging with the product kernel

**Setting.** Atoms on a surface merge irreversibly into clusters. Let $n_k(t)$ be the density of clusters of $k$ atoms, divided by the initial density of single atoms. In mean field, without spatial correlations, the Smoluchowski equations are

$$\frac{dn_k}{dt}=\frac12\sum_{i+j=k}K_{ij}n_in_j-n_k\sum_{j\ge1}K_{kj}n_j,\qquad n_k(0)=\delta_{k1}.$$

The factor $\frac12$ makes each pair count once in the gain term. Except where stated otherwise, $K_{ij}=ij$: every atom of one cluster links with every atom of another at the same rate. Time is in units of the inverse of (monomer pair rate constant × initial monomer density), so $K_{11}=1$. The moments are $M_p=\sum_k k^pn_k$.

## Part (a): Moment equations

**Question.** Assuming that all sums converge and may be rearranged, show that $M_2=1/(1-t)$ for $0\le t<1$. Find $M_0$ and $M_3$ as well, and say what it is that diverges at $t=1$.

**Answer.** Multiply the rate equation by a weight $f_k$ and sum over $k$. In the gain term the sum over $k$ and over pairs with $i+j=k$ becomes a free sum over $i$ and $j$. In the loss term, $f_i$ may be replaced by $\frac12(f_i+f_j)$, because the rest of the summand is symmetric. Hence

$$\frac{d}{dt}\sum_kf_kn_k=\frac12\sum_{i,j}(f_{i+j}-f_i-f_j)\,K_{ij}n_in_j. \tag{1}$$

For $f_k=k$ the bracket vanishes, so $M_1=1$. For $f_k=k^2$ the bracket is $(i+j)^2-i^2-j^2=2ij$, and with $K_{ij}=ij$

$$\frac{dM_2}{dt}=\frac12\sum_{i,j}2\,i^2j^2n_in_j=M_2^2 .$$

Dividing by $-M_2^2$ gives $d(1/M_2)/dt=-1$. Since $M_2(0)=1$, it follows that $1/M_2=1-t$, or

$$M_2(t)=\frac1{1-t},\qquad 0\le t<1 .$$

For $f_k=1$ the bracket is $-1$, so $dM_0/dt=-\frac12M_1^2=-\frac12$ and $M_0=1-t/2$. For $f_k=k^3$ the bracket is $3ij(i+j)$, which gives

$$\frac{dM_3}{dt}=\frac32\sum_{i,j}i^2j^2(i+j)n_in_j=3M_2M_3 .$$

Thus $d\ln M_3/dt=3/(1-t)$, and $M_3=(1-t)^{-3}$.

A randomly chosen atom lies in a cluster of size $k$ with probability $kn_k/M_1$. The mean size of its cluster is therefore $M_2/M_1=M_2$, and this is the mean size that diverges. The mean size of a randomly chosen cluster, $M_1/M_0=1/(1-t/2)$, only reaches 2 at $t=1$. The divergence comes from a few very large clusters among many small ones.

Direct integration of the rate equations at $t=0.7$ gives $M_0=0.6500$, $M_2=3.3333$ and $M_3=37.0370$, in agreement with the three formulas. The time scale depends on the convention: a kernel $2ij$ would double every rate and move the divergence to $t=\frac12$.

## Part (b): Removing the assumption

**Question.** The rearrangement in (1) can fail when large clusters carry too much weight. Derive $M_1=1$ and the result for $M_2$ without it. Assume only that $n_k\ge0$ and that $m(t)=\sum_kkn_k$ is finite and continuous.

**Answer.** *Removing the loss term.* For the product kernel the loss term is $-k\,m\,n_k$. Define

$$\phi(t)=\int_0^tm(s)\,ds,\qquad n_k=c_ke^{-k\phi}.$$

Then $dn_k/dt=(dc_k/dt)e^{-k\phi}-kmn_k$. The last term cancels the loss. Each gain term carries $e^{-(i+j)\phi}=e^{-k\phi}$, so this factor cancels too:

$$\frac{dc_k}{dt}=\frac12\sum_{i+j=k}ij\,c_ic_j,\qquad c_k(0)=\delta_{k1}.$$

The right side contains only sizes below $k$, so the equations can be solved in order. First $c_1=1$. If $c_i=a_it^{i-1}$ for all $i<k$, the right side is proportional to $t^{k-2}$, and integration from zero gives

$$c_k=a_kt^{k-1},\qquad (k-1)a_k=\frac12\sum_{i+j=k}ij\,a_ia_j,\qquad a_1=1. \tag{2}$$

*Summing the coefficients.* Let $A(y)=\sum_ka_ky^k$ and $T(y)=yA'(y)=\sum_kka_ky^k$. Multiplying (2) by $y^k$ and summing gives $T-A=\frac12T^2$. Differentiating, with $A'=T/y$,

$$T'-\frac Ty=TT'\quad\Longrightarrow\quad yT'(1-T)=T. \tag{3}$$

Division by $yT$ gives $T'/T-T'=1/y$, so $\ln T-T=\ln y+C$. Near $y=0$, $T/y\to a_1=1$, hence $C=0$ and

$$Te^{-T}=y. \tag{4}$$

*Range of convergence.* Equation (4) fixes the power series of $T$ uniquely, and near $y=0$ it has an analytic solution. Its coefficients follow from Cauchy's formula, an integration by parts, and the change of variable $y=we^{-w}$:

$$ka_k=\oint\frac{T\,dy}{2\pi i\,y^{k+1}}=\frac1k\oint\frac{T'\,dy}{2\pi i\,y^k}=\frac1k\oint\frac{e^{kw}\,dw}{2\pi i\,w^k}=\frac1k\,\frac{k^{k-1}}{(k-1)!}=\frac{k^{k-1}}{k!}.$$

So $a_k=k^{k-2}/k!$. Recursion (2) gives $a_2=\frac12$, $a_3=\frac12$ and $a_4=\frac23$, as this formula does. The ratio of successive coefficients of $T$ is $(1+1/k)^{k-1}\to e$, so the radius of convergence is $1/e$. The function $we^{-w}$ has its maximum $1/e$ at $w=1$. Therefore $T$ rises from 0 and stays below 1 for $0\le y<1/e$. At $y=1/e$ Stirling's formula makes the terms fall as $k^{-3/2}$, so the series still converges, and $T(1/e)=1$ by continuity.

*Finding $m$.* Put $y(t)=te^{-\phi(t)}$ and $w(t)=T(y(t))$. Then

$$w=\sum_kka_kt^ke^{-k\phi}=t\sum_kkn_k=t\,m. \tag{5}$$

Because $m$ is finite, $y\le1/e$ and $w\le1$. As long as $w<1$, equation (4) reads $\ln w-w=\ln t-\phi$ and may be differentiated. With $\phi'=m=w/t$,

$$w'\left(\frac1w-1\right)=\frac1t-\frac wt\quad\Longrightarrow\quad(1-w)\left(\frac{w'}w-\frac1t\right)=0 .$$

Since $w<1$, the second factor vanishes and $w$ is proportional to $t$. The constant is $w/t=m\to m(0)=1$. Thus $w=t$ until $t=1$, which gives $m=1$ and $\phi=t$. Conservation of mass up to $t=1$ is now a result, and

$$n_k(t)=\frac{k^{k-2}}{k!}\,t^{k-1}e^{-kt},\qquad0<t\le1 .$$

*The second moment.* For $t<1$, $y=te^{-t}$ lies inside the radius of convergence, where the series may be differentiated term by term. Using (3) and $T=t$,

$$M_2=\frac1t\sum_kk^2a_ky^k=\frac{yT'(y)}t=\frac1t\,\frac T{1-T}=\frac1{1-t}.$$

## Part (c): At and beyond the divergence

**Question.** Show directly that the sum for $M_2$ diverges at $t=1$. May the formula be continued to $t>1$?

**Answer.** At $t=1$ the terms are $k^ke^{-k}/k!$. Stirling's formula, $k!\approx\sqrt{2\pi k}\,k^ke^{-k}$, gives $1/\sqrt{2\pi k}$ for large $k$. The sum up to $k=K$ therefore grows as

$$\int_0^K\frac{dk}{\sqrt{2\pi k}}=\sqrt{\frac{2K}\pi},$$

to leading order. For $K=10^6$ the explicit sum is 797.22 and this estimate is 797.88.

The formula may not be continued, since it would make a sum of positive terms negative. To see what the equations give instead, suppose that $w<1$ at some $t_2>1$. Let $t_1\ge1$ be the last earlier time with $w=1$. Between them $w$ is proportional to $t$ by part (b), so it would have risen from 1, a contradiction. Hence $w=1$ for all $t\ge1$, and (5) gives

$$M_1=\frac1t,\qquad n_k=\frac{a_ke^{-k}}t .$$

The sum for $M_2$ is then $1/t$ times the divergent sum at $t=1$, and stays infinite. The missing mass $1-1/t$ is read as belonging to an infinite cluster. Direct integration, with clusters above 300 atoms removed as they form, gives $M_1=0.6667$ at $t=1.5$, equal to $1/t$ to the digits shown. This supports the total mass, not the individual densities: in the formula for $n_k$, clusters of up to 300 atoms hold only 0.636, and the cutoff spreads the rest over all the sizes that are kept.

This behaviour depends on the loss term, which counts finite clusters only. If finite clusters also join the infinite one at a rate proportional to its mass, the loss becomes $-kn_k$ and $\phi=t$ at all times. For $t>1$, $y=te^{-t}$ is again below $1/e$, and $T$ is the root $t^*<1$ of $t^*e^{-t^*}=te^{-t}$. The finite clusters then have the finite second moment $t^*/[t(1-t^*)]$.

## Part (d): A start that contains small clusters

**Question.** Let $M_1=1$ but $M_2(0)=\mu$. How do $M_2$ and the time of divergence change?

**Answer.** Densities are now divided by the initial density of all atoms, single or in clusters, and this density also replaces the monomer density in the time unit. Take the moment equation of part (a) to hold up to the divergence. Then $1/M_2=1/\mu-t$, and

$$M_2=\frac\mu{1-\mu t},\qquad t_{\rm div}=\frac1\mu .$$

For monomers mixed with dimers such that $\mu=1.20$, this gives $1.20/(1-0.60)=3.00$ at $t=0.5$. Direct integration gives 3.0000. Clusters present at the start bring the divergence forward.

## Part (e): Setting the clock for a cold deposit

**Question.** Silver atoms are deposited on Ag(100) to a coverage $\theta=0.01$ ML in 1.0 s, then held at 140 K. Take the rough values: hopping barrier 0.40 eV, attempt rate $10^{13}$ s$^{-1}$, lattice spacing $a=0.29$ nm and capture number $\sigma=3.0$. Find the time unit and the predicted $M_2$ at $t=0.5$ and $t=0.9$. Is the predicted divergence credible for these islands?

**Answer.** With $k_BT=0.01206$ eV, the hop rate in each of four directions is

$$h=10^{13}\,e^{-0.40/0.01206}\ \text{s}^{-1}\approx0.040\ \text{s}^{-1}.$$

The mean square displacement per unit time is $4ha^2=4D$, so $D=ha^2=3.35\times10^{-3}$ nm²/s. Two moving atoms approach with relative diffusion coefficient $2D$, so their pair rate constant is $\kappa=2\sigma D=2.01\times10^{-2}$ nm²/s. The monomer density is $N_0=\theta/a^2=0.119$ nm$^{-2}$, and the time unit is

$$\tau=\frac1{\kappa N_0}=\frac1{(2.01\times10^{-2})(0.119)}\ \text{s}\approx418\ \text{s}.$$

The product kernel gives $M_2=2$ at $t=0.5$, after about $2\times10^2$ s, and $M_2=10$ at $t=0.9$, after about $4\times10^2$ s. These times are only rough: an error of 0.02 eV in the barrier changes the clock by a factor 5.2, and an error of 0.05 eV by a factor of about 63.

The divergence is not credible here, because the kernel makes a pair of ten-atom islands merge 100 times faster than two adatoms. Compact islands are not expected to move faster than single atoms. Suppose instead that $K_{ij}\le1$ for all pairs. This also limits the capture number, which grows with island size: for an adatom meeting a fixed island it may be at most twice that of an adatom. Equation (1) with $f_k=k^2$ then gives

$$\frac{dM_2}{dt}=\sum_{i,j}ij\,K_{ij}n_in_j\le M_1^2\le1\quad\Longrightarrow\quad M_2\le1+t ,$$

and no divergence occurs at any finite time. The table compares kernels at $t=0.9$, with the same clock and capture number. If only monomers move, $K_{ij}=\frac12(\delta_{i1}+\delta_{j1})$, since one moving partner supplies half the relative diffusion of two.

| Kernel | $M_2(0.9)$ |
|---|---|
| $ij$ | 10.00 |
| 1 for all pairs | 1.90 |
| only monomers mobile | 1.63 |

The product kernel thus overstates the second moment about sixfold relative to the monomer-only case. It serves here as a solvable model of runaway merging, not as a law for silver islands.

Other neglected effects can be sized within the product-kernel model:

- **Landing in contact.** Each atom has four neighbouring sites, each occupied with probability $\theta$, so $\mu\approx1+4\theta=1.04$. A simulated random deposit gives 1.0408. By part (d) the divergence moves to $t\approx0.96$, and $M_2(0.9)$ rises from 10 to between 16 and 17. For a very large surface the next term gives $\mu=1+4\theta+12\theta^2+\dots=1.0412$ and $M_2(0.9)\approx16.55$. The values $\mu=1.04$ and $1.0408$ give 16.25 and 16.4, because near the divergence a small change at the start is strongly amplified.
- **Finite terrace.** A terrace of 100 nm × 100 nm holds 1189 atoms. Random merging of that many atoms, still without spatial correlations, gives $M_2=8.20\pm0.10$ at $t=0.9$, 18% below the infinite-system value. At $t=0.5$ it gives 2.00. A finite set of atoms has no true divergence, since $M_2$ cannot exceed the number of atoms.
- **Deposition time and break-up.** Deposition lasts $2.4\times10^{-3}$ time units. Take a rough dimer bond of 0.20 eV, and treat a diagonal pair as unbound. Two outward hops pull a dimer straight apart, each over about $0.40+0.20=0.60$ eV. The four sideways hops can cost much less, but they only make a diagonal pair, which usually rejoins. They let the dimer move, which the monomer-only kernel leaves out. This need not be small: for a sideways barrier between 0.45 and 0.40 eV a dimer makes about 1 to 67 such hops per time unit. In local equilibrium a diagonal pair is rarer than a dimer by $e^{-0.20/k_BT}$ and has four hops that lead away, each at rate $h$. Both routes together give $(2+4)\,h\,e^{-0.20/k_BT}$. The two atoms of a dimer therefore separate about $6\,(10^{13}\ \text{s}^{-1})\,e^{-0.60/0.01206}\,\tau\approx6\times10^{-6}$ times per time unit. Many of these pairs soon meet again, so lasting break-up is rarer still. Both effects are small here.

Dimer motion, spatial correlations and the variation of the capture number with island size, coverage and time are not sized separately. The table holds for the mean-field equations only: on a square lattice with random landing, only monomers mobile and the same clock, $M_2(0.9)$ is about 1.8 instead of 1.63.

## Values computed for the example and the checks

```
Direct integration, product kernel (dimensionless)
t=0.3: M0=0.8500 M1=1.0000 M2=1.4286 M3=2.9155; 1/(1-t)=1.4286
t=0.5: M0=0.7500 M1=1.0000 M2=2.0000 M3=8.0000; 1/(1-t)=2.0000
t=0.7: M0=0.6500 M1=1.0000 M2=3.3333 M3=37.0370; 1/(1-t)=3.3333
t=1.5: mass in finite clusters M1=0.6667, 1/t=0.6667
a_2, a_3, a_4 from recursion: 1/2 1/2 2/3
Series for M2 at t=0.9: 10.0000
Series for M2 at t=0.99: 100.0000
t=1, sum to k=10000: 79.12; sqrt(2K/pi)=79.79
t=1, sum to k=1000000: 797.22; sqrt(2K/pi)=797.88
Start with M2(0)=1.20: M2(0.5)=3.0000
Random merging, 100000 atoms, t=0.5: M2=2.008 +- 0.004
Example inputs (rough, Ag on Ag(100))
coverage 0.01 ML in 1.0 s; T=140.0 K
barrier 0.40 eV, attempt rate 1e+13 1/s
capture number 3.0, lattice spacing 0.29 nm
kT=0.01206 eV; hop rate per direction=0.0399 1/s
D=3.353e-03 nm2/s; pair rate constant=2.012e-02 nm2/s
monomer density=0.1189 1/nm2; time unit=418.0 s
t=0.5: 209.0 s, model M2=2.00
t=0.9: 376.2 s, model M2=10.00
Neglected effects
only monomers mobile, t=0.9: M2=1.631
all pairs at monomer rate, t=0.9: M2=1.900
terrace 100 nm x 100 nm: 1189 atoms
finite terrace, t=0.5: M2=2.00 +- 0.00
finite terrace, t=0.9: M2=8.20 +- 0.10
random landing: M2(0)=1.0408, 1+4*coverage=1.0400
  divergence moves to t=0.961; M2(0.9)=16.4
deposition time / time unit=2.39e-03
dimer bond 0.20 eV: break-ups per time unit=6.3e-06
barrier off by 0.02 eV: clock changes by factor 5.2
```
